# Choosing the Time Advance in Kinetic Monte Carlo of Ferroelectric Switching

**Result.** A kinetic Monte Carlo driver that takes its barriers from electronic-structure calculations may have a setting for how it selects events and advances its clock. In the rejection-free mode every step produces an event. If the present configuration can change through events $i$ with rates $k_i$, and $R=\sum_i k_i$, the driver draws

$$\Delta t=-\frac{\ln(1-u)}{R},\qquad P(\text{event }i)=\frac{k_i}{R},\qquad(1)$$

with $u$ uniform on $[0,1)$ and the two draws independent. For rates that are constant between events this reproduces the master equation without a time-step error. Waiting times from configurations with the same $R$ are exponential with mean $1/R$. When $R$ changes, as it does while domains nucleate and grow, the pooled waiting times are not exponential, but the products $R\,\Delta t$ are independent exponentials of mean one.

## The switching model

The film is a periodic square lattice of $N$ cells. A cell has $s=0$ before switching and $s=1$ after it. With $N_\uparrow$ switched cells and $N_{\rm w}$ nearest-neighbour pairs in unlike states, the energy is

$$H=J N_{\rm w}+PVE\,(N-2N_\uparrow).$$

Here $J$ is the wall energy per pair, $P$ the polarization, $V$ the cell volume and $E$ the field, positive when it favours $s=1$. An unswitched cell contributes $+PVE$ and a switched one $-PVE$.

Let an unswitched cell have $n$ switched neighbours. It belongs to $n$ unlike pairs before switching and to $4-n$ afterwards, so

$$\Delta H_n=J[(4-n)-n]-2PVE=2J(2-n)-2PVE.$$

The reverse flip with the same neighbours costs $-\Delta H_n$. The model places half of the energy change in the barrier:

$$k_n^{\pm}=\nu\exp\!\left[-\frac{B\pm\Delta H_n/2}{k_BT}\right],\qquad(2)$$

where $+$ denotes switching, $-$ switching back, $B$ the intrinsic barrier and $\nu$ the attempt frequency. The ratio $k_n^+/k_n^-=\exp(-\Delta H_n/k_BT)$ is detailed balance. There are ten rates, five for each direction.

The parameters are round model values, not a calibration of hafnia: $P=0.2$ C/m², $V=2$ nm³, $J=0.1$ eV, $B=0.6$ eV, $\nu=10^{12}$ s⁻¹, $T=300$ K and $E=1$ MV/cm. They give $PVE=0.2497$ eV and $k_BT=0.02585$ eV. For an isolated nucleation event, $n=0$, the barrier is

$$B+2J-PVE=0.6+0.2-0.2497=0.5503\ \text{eV},$$

and $k_0^+=568$ s⁻¹. Each switched neighbour lowers the barrier by $J$ and multiplies the rate by $e^{J/k_BT}\approx 48$. Hence $k_1^+=2.72\times10^4$ s⁻¹, which starts a new row on a flat wall, and $k_2^+=1.30\times10^6$ s⁻¹, which extends that row.

Equation (2) needs positive barriers. The lowest forward barrier, at $n=4$, is $B-2J-PVE$. It vanishes at $PVE=0.4$ eV, or $E=1.6$ MV/cm; the rate law must be replaced before that field is reached.

## Why the waiting time is exponential

Hold the configuration fixed until the next event. Let $S(t)$ be the probability that nothing has happened by time $t$. The system has no memory, so the chance of an event in the next short interval $dt$ is $R\,dt$, whatever the time already waited. Then

$$S(t+dt)=S(t)(1-R\,dt)\;\Rightarrow\;\frac{dS}{dt}=-RS\;\Rightarrow\;S(t)=e^{-Rt},\qquad(3)$$

using $S(0)=1$. The density of the waiting time is $-dS/dt=Re^{-Rt}$. Its first two moments are

$$\langle t\rangle=\int_0^\infty tRe^{-Rt}dt=\frac1R,\qquad \langle t^2\rangle=\int_0^\infty t^2Re^{-Rt}dt=\frac{2}{R^2},$$

so the variance is $2/R^2-1/R^2=1/R^2$. Mean and standard deviation are equal.

For event $i$ to occur first, between $t$ and $t+dt$, the system must survive to $t$ and then undergo $i$. The joint density is

$$f(t,i)=e^{-Rt}k_i=\left(Re^{-Rt}\right)\frac{k_i}{R}.\qquad(4)$$

It is a product of a function of $t$ and a function of $i$. In a given configuration the waiting time therefore carries no information about which event ends it: a fast event is chosen more often, but the wait before it is not shorter. Over a whole run, fast events do tend to follow shorter waits, because a configuration that offers a fast event has a large $R$.

The first draw in (1) has the required distribution, because $-\ln(1-u)/R>t$ means $1-u<e^{-Rt}$, and $1-u$ is uniform on $(0,1]$. This has probability $e^{-Rt}$.

## From two draws to the master equation

Let $p_a(t)$ be the probability of configuration $a$, $k_{b\to a}$ the rate from $b$ to $a$, and $R_a$ the total rate out of $a$. By (3), $S(t+h)/S(t)=e^{-R_ah}$, so the time already spent in $a$ is irrelevant. In a short interval $h$ the algorithm leaves $a$ with probability $1-e^{-R_ah}=R_ah+O(h^2)$. It goes from $b$ to $a$ with probability $R_bh\,(k_{b\to a}/R_b)=k_{b\to a}h$, again up to $O(h^2)$. Two events in the interval also contribute at order $h^2$. Thus

$$p_a(t+h)=p_a(t)(1-R_ah)+\sum_{b\ne a}k_{b\to a}h\,p_b(t)+O(h^2).$$

Subtracting $p_a(t)$, dividing by $h$ and letting $h\to0$ gives

$$\frac{dp_a}{dt}=-R_ap_a+\sum_{b\neq a}k_{b\to a}p_b.\qquad(5)$$

The interval $h$ belongs to the proof; the algorithm has no such step.

This was tested on a $3\times3$ lattice, whose $2^9=512$ configurations allow (5) to be solved by a matrix exponential. A temperature of 1000 K and a field of 0.3 MV/cm were chosen so that reverse flips matter; they made up 27 % of the events in runs of 6 ns. Starting unswitched, the master equation gives a mean switched fraction of 0.534 at 2 ns. The average over 4000 rejection-free runs is $0.538\pm0.007$, where the uncertainty is one standard error.

## One step in practice

Cells are stored in ten lists, one for each state and neighbour number. If list $c$ has $N_c$ members of rate $k_c$, then $R=\sum_cN_ck_c$. The driver

1. chooses list $c$ with probability $N_ck_c/R$;
2. chooses a member uniformly, so that each cell has probability $(N_ck_c/R)(1/N_c)=k_c/R$;
3. draws $\Delta t$ with the old $R$ and adds it to the clock;
4. flips the cell and moves it and its four neighbours to their new lists.

With nearest-neighbour interactions the work per event does not grow with the film. A long-range depolarization field would change many rates at once, and this simple bookkeeping would no longer suffice.

## The fixed-step alternative

The other mode picks one of the $N$ cells at random and flips it with probability $k_i/(c\,k_{\max})$. Here $k_{\max}$ is an upper bound on the rates and $c\ge1$ refines the step. Every trial, accepted or not, advances the clock by $\tau=1/(Nc\,k_{\max})$. The chance that a trial produces an event is

$$p=\sum_i\frac1N\frac{k_i}{c\,k_{\max}}=R\tau.$$

The number of trials $m$ up to and including the event is geometric, with mean $1/p$ and variance $(1-p)/p^2$. The waiting time $m\tau$ therefore has

$$\text{mean}=\frac{\tau}{p}=\frac1R,\qquad \text{variance}=\frac{\tau^2(1-p)}{p^2}=\frac{1-p}{R^2}.$$

The mean is correct for any allowed step, while the variance is too small by the relative amount $p$. The survival probability after $m$ trials is $(1-p)^m=e^{m\ln(1-p)}$. As $p\to0$ at fixed $t=m\tau$, $m\ln(1-p)\to-mp=-Rt$, and (3) is recovered without drawing any exponential random number. This makes the mode a useful independent check.

Its cost is $1/p$ trials per event. For a film that must use one bound throughout, $k_{\max}=k_4^+=2.98\times10^9$ s⁻¹. At the start every cell has rate $k_0^+$, so with $c=1$

$$\frac1p=\frac{Nk_{\max}}{Nk_0^+}=\frac{2.98\times10^9}{568}\approx5.2\times10^6 .$$

About five million trials would be needed for the first nucleation, against one rejection-free step. If all rates are similar, $p$ is of order one for $c=1$, and the advantage largely disappears.

## Constant total rate: a frozen domain wall

Consider $16\times16$ cells with six full switched rows and six adjacent switched cells in a seventh. There are 122 unswitched cells with $n=0$, 30 with $n=1$ and two with $n=2$, one at each end of the partial row. Reverse rates are negligible here, and

$$R=122(568)+30(2.72\times10^4)+2(1.302\times10^6)\approx3.49\times10^6\ \text{s}^{-1}.$$

The mean wait is $1/R=0.287$ µs. A draw $u=0.5$ gives $\Delta t=0.693/R=0.199$ µs. The next event extends the partial row with probability $2k_2^+/R=0.746$.

Waiting times were drawn repeatedly from this one configuration, so $R$ was constant. The fixed-step mode, with $p=0.0021$, gave 16,835 events with mean 0.285 µs and standard deviation 0.283 µs. Their cumulative distribution differs from the exponential by at most 0.0045, within the tested limit set by the step and the sample size. Waits before row-end events average 0.287 µs and those before other events 0.281 µs. The difference is about one standard error, which is consistent with the independence in (4).

If the row is allowed to grow, $R$ is no longer strictly constant. For row length $m$ from 2 to 13, adding a cell removes one $n=1$ site beside the row and creates one above it. The two end sites remain, but the site above was previously an $n=0$ site. Among the switched cells, the count with $n=4$ rises by one and the other counts are unchanged. Therefore

$$\Delta R=-k_0^++k_4^-\approx-568\ \text{s}^{-1}.$$

Over lengths 2 to 14 the total rate changes by only 0.2 %. Treating it as constant is a good approximation only while no other event intervenes. An undisturbed run of this length is rare: each event extends the row with probability of about 0.746, so twelve in succession have probability $0.746^{12}\approx0.03$. A new row started well away from the ends of the partial row adds two end sites and raises $R$ by about 73 %. A start that leaves a one-cell gap beside the partial row creates a site with $n=3$ and raises $R$ about 19 times.

## Changing total rate

Let step $j$ start from a configuration with total rate $R_j$, and define $X_j=R_j\Delta t_j$. Given the whole previous history, $R_j$ is known, and (3) gives

$$P(X_j>x\mid\text{history})=P(\Delta t_j>x/R_j\mid\text{history})=e^{-x}.$$

The right side does not depend on the history. Hence $X_j$ is independent of all earlier $X$ values, and all have the same unit exponential distribution.

The raw times have no such common law. If a fraction $w_R$ of the steps starts with total rate $R$, their pooled survival probability is $\sum_Rw_Re^{-Rt}$. Denote the average over steps by $\langle\cdot\rangle$. The pooled mean is $\langle1/R\rangle$ and the second moment is $2\langle1/R^2\rangle$, so

$$\left(\frac{\text{standard deviation}}{\text{mean}}\right)^2=\frac{2\langle1/R^2\rangle}{\langle1/R\rangle^2}-1\ge1.\qquad(6)$$

The inequality follows from $\langle1/R^2\rangle\ge\langle1/R\rangle^2$, with equality only if all steps share one $R$.

Fixed-step trials on the hot $3\times3$ lattice, restarted whenever all cells had switched, test this without assuming (1). Each wait was taken as $(m-\tfrac12)\tau$, which centres the staircase of the discrete distribution. The largest distance between cumulative distributions is 0.012 for $R\,\Delta t$ against the unit exponential. It is 0.138 for the raw times against an exponential of equal mean. The tested limit for agreement was 0.031.

In rejection-free output, $R\,\Delta t=-\ln(1-u)$ by construction. Its histogram can reveal a faulty random draw or a clock that uses an $R$ other than the recorded one, but it cannot reveal a missing event or a wrong barrier, because the same faulty $R$ appears in both factors. If runs stop at a fixed clock time, the histogram must include the wait that crosses the limit. Leaving it out removes long waits preferentially and makes the mean of $R\,\Delta t$ less than one even for a correct driver.

## Switching a film

For $32\times32$ cells, all initially unswitched, the mean time to the first nucleation is

$$\frac{1}{Nk_0^+}=\frac{1}{1024\times568\ \text{s}^{-1}}=1.72\ \text{µs}.$$

One hundred runs average 1.64 µs; the expected standard error is $1.72/\sqrt{100}=0.17$ µs. The film is 10, 50 and 90 % switched after mean times of 26.7, 42.0 and 51.7 µs, with standard errors of 0.42 to 0.45 µs.

Of the 1024 switching events in a run, on average 21 have $n=0$, 113 have $n=1$ and 739 have $n=2$. Growth thus accounts for 98 % of the events. If every cell switched independently at rate $k_0^+$, the switched fraction would be $1-e^{-k_0^+t}$ and would reach one half at $\ln2/k_0^+=1219$ µs. Growth from existing domains makes half-switching about 29 times faster.

During these runs $R$ ranges from $5.8\times10^5$ to $6.0\times10^9$ s⁻¹. The pooled raw waits have a standard deviation 3.2 times their mean, in line with (6). A single exponential fitted to them would not describe the kinetics.

**Field dependence.** When reverse flips are negligible, a field change $\delta E$ multiplies every forward rate by the same factor $\lambda=\exp(PV\delta E/k_BT)$. The probabilities $k_i/R$ do not change and every waiting time is divided by $\lambda$, so all switching times scale as $1/\lambda$. Lowering the field from 1.0 to 0.9 MV/cm should lengthen them by $\exp(0.02497/0.02585)=2.63$. The simulated half-switching time rises from 42.0 to 111.6 µs, a factor of $2.66\pm0.04$. No reverse event occurred in the runs at either field. This scaling is a property of (2), in which every forward barrier falls by the same $PVE$ in identical cells. It is not a field law for real films: computed barriers need not share one field slope, and measured switching times are commonly fitted by Merz's form $\exp(E_a/E)$ with an activation field $E_a$.

The scaling fails at low field. A single switched cell reverts at rate $k_0^-$, while its four neighbours offer growth at rate $4k_1^+$. From (2),

$$\frac{k_0^-}{4k_1^+}=\frac14\exp\!\left[\frac{3J-2PVE}{k_BT}\right].$$

This is $1.1\times10^{-4}$ at 1 MV/cm. It reaches one when $2PVE=3J-k_BT\ln4$, at about 0.53 MV/cm. Below that field a one-cell nucleus is more likely to revert than to grow, and nucleation requires a larger cluster.

## Guidance for the setting

**Choose rejection-free steps when rates differ widely.** They avoid rejected trials, but not repeated hopping between two configurations. If both hops have rate $k_{\rm f}$ and one of the two configurations has a slow exit of rate $k_{\rm s}\ll k_{\rm f}$, about $2k_{\rm f}/k_{\rm s}$ steps are spent per exit. Use fixed steps as a check on a small lattice or a frozen configuration. Keep $p=R\tau$ well below one if the distribution of times matters, and make sure that $k_{\max}$ bounds every rate that can arise.

**Decide whether random waits are needed.** Some drivers can add $1/R$ instead of a random $\Delta t$. By (4) the choice of the next configuration does not depend on the wait before it. Given the sequence of configurations, the waits are therefore independent exponentials with means $1/R_j$, and the time $T$ to a chosen switched fraction has mean $\sum_j1/R_j$ and variance $\sum_j1/R_j^2$. Averaging over sequences gives

$$\langle T\rangle=\Big\langle\sum_j\frac1{R_j}\Big\rangle,\qquad \mathrm{Var}\,T=\mathrm{Var}\Big(\sum_j\frac1{R_j}\Big)+\Big\langle\sum_j\frac1{R_j^2}\Big\rangle.$$

The deterministic clock preserves the mean and removes the last term, which reduces the noise in mean switching times. It is wrong for the spread of switching times and for populations at a given time: every run would nucleate first at 1.72 µs.

**Treat pulses and ramps separately.** If the rates depend on time, (3) becomes $dS/dt=-R(t)S$. The wait then follows from

$$\int_{t_0}^{t_0+\Delta t}R(t')\,dt'=-\ln(1-u),$$

and the event is chosen with the rates at the end of the wait. Equation (1) may be used only while the field is constant. A circuit also requires this form if it lets the film voltage change between events. If the voltage changes only when a cell flips, (1) still holds with the rates updated after each event.

**Match the number of runs to the barrier accuracy.** With 100 runs the half-switching time has a standard error of 0.44 µs, about 1 %. A common shift $\delta B$ of all barriers multiplies every time by $e^{\delta B/k_BT}$. At 300 K, 1 % corresponds to $0.01\,k_BT\approx0.26$ meV, while a shift of 0.1 eV changes the times by a factor of 48. Once the statistical error is a few per cent and the barriers are uncertain by tens of meV, better barriers are worth more than further runs.

**Check the list of events.** A correct clock does not supply missing physics. This model has two dimensions, identical cells and single-cell flips, with no defects, depolarization field or memory of earlier flips. If an event leaves heat or strain that is still relaxing when the next event may occur, the rates depend on the elapsed time, and the constant-rate argument behind (3) no longer applies. If the relaxation is so fast that an event during it is unlikely, constant rates remain a good approximation.

The numerical output below lists the rates, waiting-time statistics and switching times.

## Calculated quantities

```
P = 0.2 C/m^2, V = 2.0 nm^3, J = 0.1 eV, B = 0.6 eV
attempt frequency = 1.0e+12 1/s, T = 300 K, E = 1.0 MV/cm
kB*T = 0.02585 eV, P*V*E = 0.24966 eV
n = 0: forward rate 5.6846e+02 1/s, reverse 1.2195e+01 1/s
n = 1: forward rate 2.7204e+04 1/s, reverse 2.5484e-01 1/s
n = 2: forward rate 1.3018e+06 1/s, reverse 5.3252e-03 1/s
n = 3: forward rate 6.2299e+07 1/s, reverse 1.1128e-04 1/s
n = 4: forward rate 2.9813e+09 1/s, reverse 2.3253e-06 1/s
BAND on 16 x 16 cells, 6 full rows and 6 cells of a seventh
band forward class counts n=0..4: [122, 30, 2, 0, 0]
band reverse class counts n=0..4: [0, 0, 2, 30, 70]
band total rate R = 3.48911e+06 1/s, mean wait 1/R = 0.28661 us
change of R per added row cell: energies -568.461 1/s, classes -568.461 1/s
relative spread of R for row lengths 2 to 14 = 1.96e-03
wait for u = 0.5: 0.19866 us
probability of row-end event: theory 0.7462, fixed-step 0.7432
row-end share in rejection-free draws = 0.7450
fixed-step trials = 8000000, events = 16835, event chance per trial = 0.00209
fixed-step wait: mean 0.28516 us, std 0.28337 us
mean wait before row-end event 0.2865 us, before others 0.2813 us
share of waits above 1/R = 0.3686, exp(-1) = 0.3679
largest CDF gap: fixed-step to exponential 0.0045, to rejection-free 0.0073
HOT 3 x 3 lattice: T = 1000 K, E = 0.3 MV/cm, runs = 4000
t = 0.5 ns: switched fraction master 0.1031, KMC 0.1049 +- 0.0028
t = 2.0 ns: switched fraction master 0.5339, KMC 0.5382 +- 0.0070
t = 6.0 ns: switched fraction master 0.9379, KMC 0.9395 +- 0.0035
reverse share of hot events = 0.266
changing R: events = 11274, R from 1.995e+09 to 7.135e+10 1/s
CDF gap to exponential: R*dt 0.0116, raw dt 0.1378, limit 0.0307
mean of R*dt = 0.9934, correlation of successive R*dt = -0.0091
FILM 32 x 32 cells, runs per field = 100
first nucleation: theory 1.718 us, KMC mean 1.642 us
mean time to 10 % switched = 26.66 +- 0.42 us
mean time to 50 % switched = 41.97 +- 0.44 us
mean time to 90 % switched = 51.72 +- 0.45 us
half-switching time by nucleation alone = 1219.3 us
forward events per run for n=0..4: [20.97, 113.21, 738.75, 146.99, 4.08]
reverse events per run: 0.00 at 1.0 MV/cm, 0.00 at 0.9 MV/cm
film R from 5.821e+05 to 5.992e+09 1/s
std/mean of pooled raw film waits = 3.190 (exponential: 1)
mean time to 50 % at 0.9 MV/cm = 111.56 +- 1.11 us
ratio of 50 % times: KMC 2.658 +- 0.039, theory 2.627
```
